The Ewald stress tensor at fixed η and its pressure

**Q:** You want the stress of point ions in a periodic cell. If their charges do not add to zero, the energy is infinite. What is being differentiated?

**A:** The energy per cell of the ions together with a uniform background that neutralizes them. I use Hartree atomic units. The cell has volume Ω and lattice vectors R, and contains charges Z_i at r_i, with sum Q = Σ_i Z_i. The background density is −Q/Ω.

Let ψ(r) be the periodic potential of one unit charge per cell with its own background:

−∇²ψ = 4π [Σ_R δ(r − R) − 1/Ω], with cell average of ψ equal to zero.

Periodicity and the zero average make ψ unique. No term depending on the shape of a finite sample is included. The full potential φ(r) = Σ_j Z_j ψ(r − r_j) also averages to zero, so the background's share of ½∫ρφ vanishes and the ions' share remains. Removing each ion's interaction with itself gives

E = ½ Σ_{i≠j} Z_i Z_j ψ(r_i − r_j) + ½ ξ Σ_i Z_i²,
ξ = lim_{r→0} [ψ(r) − 1/r].

This definition contains no splitting parameter.

**Q:** Then where does η come from, and why should I trust the constants in the Ewald formula?

**A:** It comes from writing 1/r = erfc(ηr)/r + erf(ηr)/r, where η is an inverse length. The second part is the potential of a unit Gaussian charge (η³/π^{3/2}) e^{−η²r²}, whose Fourier transform is e^{−G²/4η²}. The first part is therefore the potential of a point charge minus that Gaussian, and is summed over R directly. The Gaussians and the background are handled in Fourier space, where Poisson's equation reads G²ψ_G = (4π/Ω) e^{−G²/4η²} for each reciprocal vector G ≠ 0. Hence

ψ(r) = Σ_R erfc(η|r−R|)/|r−R| + (4π/Ω) Σ_{G≠0} e^{−G²/4η²} e^{iG·r}/G² + C.

The Fourier sum averages to zero, so C must cancel the average of the direct sum. The integral over one cell of a sum over all R is an integral over all space, and integration by parts gives

∫ erfc(ηr)/r d³r = 4π ∫₀^∞ r erfc(ηr) dr
= 4π (η/√π) ∫₀^∞ r² e^{−η²r²} dr
= 4π (η/√π) · √π/(4η³) = π/η².

So C = −π/(η²Ω). For an ion's own site, erfc(ηr)/r − 1/r = −erf(ηr)/r, which tends to −2η/√π. Let d = r_i − r_j + R with length d, let Σ' run over i, j and R with d = 0 omitted, and let S(G) = Σ_i Z_i e^{iG·r_i}. Inserting ψ and ξ into E gives four terms:

E_real = ½ Σ' Z_i Z_j erfc(ηd)/d
E_rec = (2π/Ω) Σ_{G≠0} |S(G)|² e^{−G²/4η²}/G²
E_self = −(η/√π) Σ_i Z_i²
E_bg = −πQ²/(2η²Ω)

The last is ½ΣΣ Z_i Z_j C = ½Q²C. I call it the background term, but it is the correction for the average of the short-range potential, not the whole energy of the background.

**Q:** What moves when you strain the cell?

**A:** Every point moves by r → (1+ε)r. The ions keep their fractional positions, and the background stays uniform with charge −Q per cell. The stress and pressure are

σ_αβ = (1/Ω) ∂E/∂ε_αβ at ε = 0, p = −(1/3) Tr σ.

The sign in p follows from p = −∂E/∂Ω: for ε = e·1 with small e, the energy changes by Ω e Tr σ and the volume by 3Ωe, so −∂E/∂Ω = −Tr σ/3.

Three geometric derivatives are needed. First, d² changes by 2 Σ_αβ ε_αβ d_α d_β, so

∂d/∂ε_αβ = d_α d_β/d.

Second, the volume is multiplied by det(1+ε) = 1 + Tr ε to first order, so

∂Ω/∂ε_αβ = Ω δ_αβ.

Third, a reciprocal vector must keep G·R equal to the same multiple of 2π. This requires G → (1+ε^T)^{−1}G, or to first order G_β → G_β − Σ_α ε_αβ G_α. Therefore

∂G²/∂ε_αβ = −2 G_α G_β.

By the same rule G·r_i does not change, so S(G) has no strain derivative.

**Q:** You will hold η fixed. But η is an inverse length. Should it not shrink when the cell grows?

**A:** It may be held fixed or varied. If it followed the strain, the chain rule would add (∂E/∂η)(∂η/∂ε_αβ) to the derivative of the total. That addition vanishes because E is defined without η. The individual terms do depend on η, so their separate stresses depend on this choice. I hold it fixed, and a direct proof that the η-derivatives cancel will come out of the traces.

**Q:** Start with the real-space term, then. I expect a pair force times a distance.

**A:** That is its structure. The radial derivative is

∂/∂d [erfc(ηd)/d] = −erfc(ηd)/d² − (2η/√π) e^{−η²d²}/d,

because the derivative of erfc(x) is −(2/√π)e^{−x²}. Multiplying by d_α d_β/d and by the prefactor ½ of the energy, and dividing by Ω, gives

σ_αβ^real = −(1/2Ω) Σ' Z_i Z_j [erfc(ηd)/d + (2η/√π) e^{−η²d²}] d_α d_β/d².

For two like charges the contribution to the trace is negative, hence a positive pressure: they push the cell outward. The ½ remains because Σ' counts each pair twice.

**Q:** In the reciprocal term both Ω and G change. How do the signs work out?

**A:** Write F = e^{−G²/4η²}/G². As a function of G² its derivative is

∂F/∂G² = −F [1/G² + 1/(4η²)].

Multiplication by ∂G²/∂ε_αβ = −2G_αG_β turns the sign positive:

∂F/∂ε_αβ = F (2G_αG_β/G²) [1 + G²/(4η²)].

The prefactor 2π/Ω contributes −δ_αβ times itself, since ∂(1/Ω)/∂ε_αβ = −δ_αβ/Ω. Adding both and dividing by Ω,

σ_αβ^rec = (2π/Ω²) Σ_{G≠0} |S(G)|² (e^{−G²/4η²}/G²) { (2G_αG_β/G²)[1 + G²/(4η²)] − δ_αβ }.

**Q:** The other two terms exert no force on any ion. Surely they can be dropped from the stress as well?

**A:** One can, the other cannot. E_self contains neither a distance nor Ω, so at fixed η

σ_αβ^self = 0.

E_bg contains no ion position, hence no force, but it contains 1/Ω. Its derivative is −δ_αβ E_bg, so

σ_αβ^bg = +πQ² δ_αβ/(2η²Ω²).

It vanishes when Q = 0. In a plane-wave calculation the ionic charges are all positive, so Q ≠ 0 and the term is needed. Since it is isotropic, omitting it leaves the shear components correct and spoils the pressure.

**Q:** Now the pressure. Coulomb energies scale as one over length, but your system also has a background. Does that survive?

**A:** Yes, and it can be checked on the definition. Scale all lengths by λ and try ψ_λ(r) = ψ(r/λ)/λ as the new potential. Two spatial derivatives and the prefactor give −∇²ψ_λ a factor λ^{−3}. The source has the same factor: δ(r − λR) = λ^{−3} δ(r/λ − R), and the new background density is 1/(λ³Ω). The zero average is kept, so ψ_λ is the required solution. Also ψ_λ(r) − 1/r tends to ξ/λ. With the charges unchanged, every part of E is divided by λ:

E(λ) = E/λ.

This scaling is the strain ε = (λ−1)·1. Differentiating at λ = 1 gives −E on one side and Σ_α ∂E/∂ε_αα = Ω Tr σ on the other. Thus

Ω Tr σ = −E, and p = −Tr σ/3 = E/(3Ω).

**Q:** I would like to see that in your four terms. The self term already looks fatal: its energy is not zero, but its stress is.

**A:** The identity belongs to the complete sum, and the self term shows that it fails term by term at fixed η. Take the traces and separate −E_k from each.

Real space: Σ_α d_α²/d² = 1, so

Ω Tr σ^real = −E_real − (η/√π) Σ' Z_i Z_j e^{−η²d²}.

Reciprocal space: the trace of the braces is 2 + G²/(2η²) − 3 = −1 + G²/(2η²). The −1 gives −E_rec, and in the other part G² cancels the denominator:

Ω Tr σ^rec = −E_rec + (π/(η²Ω)) Σ_{G≠0} |S(G)|² e^{−G²/4η²}.

Self term: zero can be written as −E_self + E_self, so

Ω Tr σ^self = −E_self − (η/√π) Σ_i Z_i².

Background: Ω times the trace is 3πQ²/(2η²Ω), of which πQ²/(2η²Ω) is −E_bg, so

Ω Tr σ^bg = −E_bg + πQ²/(η²Ω).

**Q:** That leaves four excess terms, two in real space and two from Fourier space. Why should they cancel?

**A:** They are the same Gaussian sum written in two ways. The self excess supplies the d = 0 terms missing from Σ'. The background excess supplies the missing G = 0 term, since S(0) = Q. What must be shown is

(η/√π) Σ_{ij,R} Z_i Z_j e^{−η²|r_i−r_j+R|²} = (π/(η²Ω)) Σ_G |S(G)|² e^{−G²/4η²},

with nothing omitted on either side. The function Σ_R e^{−η²|r+R|²} is periodic. Its Fourier coefficient is an integral over one cell of a lattice sum, which is again an integral over all space:

(1/Ω) ∫ e^{−η²r²} e^{−iG·r} d³r = (π^{3/2}/(η³Ω)) e^{−G²/4η²}.

Set r = r_i − r_j, multiply by Z_i Z_j and sum over i and j; the phases e^{iG·(r_i−r_j)} build |S(G)|². The prefactor becomes (η/√π) · π^{3/2}/(η³Ω) = π/(η²Ω), as required. The four excesses sum to zero, which proves Ω Tr σ = −E a second time, from the stress formulas themselves.

**Q:** And your promise about the η-derivatives?

**A:** It follows from the same cancellation. Each E_k is an inverse length times a function of η times length, so E_k(λ, η) = λ^{−1} E_k(1, λη). Differentiating at λ = 1,

Ω Tr σ_k = −E_k + η ∂E_k/∂η.

Each excess is therefore η ∂E_k/∂η. Their sum is zero, so the total energy does not depend on η.

**Q:** Show me numbers for a cell where symmetry does not do the work.

**A:** Take a model triclinic cell with vectors (5, 0, 0), (1, 5, 0) and (0.5, 1, 5) bohr, so Ω = 125 bohr³. Charges 4, 2 and 1 sit at fractional positions (0, 0, 0), (0.5, 0.4, 0.3) and (0.2, 0.7, 0.6), and Q = 7. With η = 0.5 bohr⁻¹ the energies in Ha are

E = 0.23947 + 0.50491 − 5.92399 − 2.46301 = −7.64262,

in the order real, reciprocal, self, background. In the same order, the xx stress in Ha/bohr³ is

σ_xx = −0.002950 + 0.006243 + 0 + 0.019704 = 0.022997.

The other diagonal components are σ_yy = 0.018196 and σ_zz = 0.019948 Ha/bohr³. Hence

p = −(0.022997 + 0.018196 + 0.019948)/3 = −0.020380 Ha/bohr³,
E/(3Ω) = −7.64262/(3 × 125) = −0.020380 Ha/bohr³.

This is about −600 GPa. The shear components are σ_yz = −0.003193, σ_xz = 0.000986 and σ_xy = 0.003821 Ha/bohr³; they do not enter the pressure.

The excesses, in Ha, are −1.43973 (real), 2.43771 (reciprocal), −5.92399 (self) and 4.92602 (background). Before rounding, the first and third add to −7.36372 and the second and fourth to +7.36372.

**Q:** All the ions are positive. They repel, yet you find a pressure that pulls the cell inward?

**A:** The energy also contains the attraction between the ions and the negative background, and the background's repulsion of itself. These two and the ion–ion repulsion are separately infinite; only their sum is finite, and it can have either sign. Here the total is negative, and a smaller cell makes E/λ more negative, so the cell lowers its energy by contracting. The sign is not general. If two positive ions i and j are brought very close, ψ approaches 1/r, their energy Z_iZ_j/r dominates, and both E and p become positive.

Nor is this the pressure of a crystal. In a plane-wave calculation it is the ion–ion contribution, to be added to the stress of the electrons and of their interaction with the ions.

**Q:** How much would it matter if I forgot the background stress?

**A:** The reported pressure would be p + πQ²/(2η²Ω²), which depends on a parameter without physical meaning. For this cell it would be

η = 0.4 bohr⁻¹: +0.0104 Ha/bohr³
η = 0.5 bohr⁻¹: −0.0007 Ha/bohr³
η = 0.7 bohr⁻¹: −0.0103 Ha/bohr³

while the complete stress gives −0.0204 Ha/bohr³ at all three. The error falls as 1/η², so a large η hides it without removing it.

**Q:** So if my code satisfies p = E/(3Ω), its stress tensor is right?

**A:** No. The identity tests the trace. An error with zero trace, such as a wrong shear component, passes unnoticed. So does an error shared by E and σ that keeps the 1/λ scaling: each pair term Z_i Z_j ψ(r_i − r_j) scales as 1/λ by itself, so a whole pair term left out of both energy and stress (from the real, reciprocal and background parts alike) gives a wrong pressure that still equals E/(3Ω). A pair dropped from the real-space sum alone does break the identity, because its Gaussian excess no longer cancels. The full tensor is tested by numerical strain derivatives of the energy, one component at a time; if that energy is obtained in another way, the test does not rely on the Ewald energy formula. It checks the stress, not the value of the Ewald energy: E_self, for instance, has no strain derivative at fixed η. The energy is tested by comparing it with the independent value or, once the stress is known to be right, by the trace identity.

The numerical check does this without Ewald splitting. It replaces 1/r by e^{−κr}/r and subtracts the cell average 4π/(κ²Ω). Removing an ion's own 1/r now leaves −κ, the limit of (e^{−κr} − 1)/r. The energy is then extrapolated to κ = 0. Its numerical strain derivatives agree with all nine components of σ to within 10⁻⁸ Ha/bohr³, and each Ewald term is tested against its own derivative at fixed η.

**Q:** When does p = E/(3Ω) itself fail?

**A:** When the energy contains another physical length, or when the charges change with volume. Suppose the ions really interacted through e^{−κr}/r with a fixed κ, the background being treated in the same way. The scaling argument used for the single terms then gives

p = [E − κ ∂E/∂κ]/(3Ω).

The algebra is the same as for η, but κ is a property of the interaction, so its derivative has no reason to vanish. For bare point charges no such length exists, and the simple relation holds for any cell shape and any fractional positions, whether or not the forces on the ions are zero.

Table of computed values

```
Cell vectors (bohr): [[5.0, 0.0, 0.0], [1.0, 5.0, 0.0], [0.5, 1.0, 5.0]]
Fractional positions: [[0.0, 0.0, 0.0], [0.5, 0.4, 0.3], [0.2, 0.7, 0.6]]
Charges (e): [4.0, 2.0, 1.0]  Q = 7.0
Volume = 125.000 bohr^3, eta = 0.5 1/bohr
Energy terms (Ha):
  real          0.23946868
  reciprocal    0.50491118
  self         -5.92399063
  background   -2.46300864
  total        -7.64261941
  reference    -7.64261941 (no Ewald splitting)
Stress (Ha/bohr^3): xx, yy, zz, yz, xz, xy
  real       -0.00295000 -0.00537904 -0.00510457 -0.00209389  0.00078208  0.00200755
  reciprocal  0.00624304  0.00387075  0.00534856 -0.00109931  0.00020408  0.00181344
  self        0.00000000  0.00000000  0.00000000  0.00000000  0.00000000  0.00000000
  background  0.01970407  0.01970407  0.01970407  0.00000000  0.00000000  0.00000000
  total       0.02299711  0.01819578  0.01994806 -0.00319320  0.00098616  0.00382099
  reference   0.02299711  0.01819578  0.01994806 -0.00319320  0.00098616  0.00382099
Largest error, single terms: 2.4e-12 Ha/bohr^3
Largest error, full tensor: 4.1e-12 Ha/bohr^3
Omega Tr sigma and excess Omega Tr sigma + E (Ha):
  real         -1.67920039   -1.43973171
  reciprocal    1.93279388    2.43770506
  self          0.00000000   -5.92399063
  background    7.38902592    4.92601728
  total         7.64261941       4.4e-15
Gaussian sum, direct  = 7.3637223393 Ha
Gaussian sum, Fourier = 7.3637223393 Ha
Energy of cell scaled by 1.1: -6.94783583 Ha
Original energy / 1.1:        -6.94783583 Ha
eta (1/bohr), E (Ha), p and p without background stress
  (both pressures in Ha/bohr^3):
  0.4   -7.64261941  -0.02038032   0.01040729
  0.5   -7.64261941  -0.02038032  -0.00067625
  0.7   -7.64261941  -0.02038032  -0.01032722
Pressure from trace  = -0.0203803184 Ha/bohr^3
E/(3 Omega)          = -0.0203803184 Ha/bohr^3
Pressure             = -599.610 GPa
```
